# Interface-trap conductance peaks: from a single level to a continuum

## 1. One level at the Fermi energy

An n-type MOS capacitor is biased in depletion. Its interface holds $N_t$ traps per unit area, all at one energy $E_t$, and for the moment $E_t$ coincides with the Fermi energy $E_F$, so that half of them are filled. The traps exchange electrons with the conduction band. If $f$ is the filled fraction,

$$\frac{df}{dt}=c_n n_s(1-f)-e_n f ,$$

where $n_s$ is the electron density at the surface, $c_n$ the capture coefficient and $e_n$ the emission rate. In equilibrium $n_s=n_0$ and $f=1/2$, so $e_n=c_n n_0$. Define

$$\tau=\frac{1}{c_n n_0}.$$

A small alternating surface potential $\delta\psi\,e^{i\omega t}$, positive when it attracts electrons, changes the density by the fraction $v=q\,\delta\psi/kT$, where $q>0$ is the elementary charge. This assumes Boltzmann statistics and $|v|\ll1$. With $f=\tfrac12+\delta f\,e^{i\omega t}$, the first-order terms are

$$i\omega\,\delta f=\frac{v}{2\tau}-\frac{2\,\delta f}{\tau}
\quad\Rightarrow\quad
\delta f=\frac{v/4}{1+i\omega\tau/2}.$$

The 2 in the damping term arises because capture and emission both restore equilibrium, each at rate $1/\tau$. The relaxation time is therefore $\tau/2$. The filling lags the potential, and the lag causes loss. At low frequency the traps follow almost in phase; at high frequency they hardly respond. The loss per cycle peaks between these limits, at $\omega\tau=2$, as the next section confirms.

## 2. A level at any energy

For general $E_t$ the equilibrium occupation is

$$f_0=\frac{1}{1+e^{(E_t-E_F)/kT}},$$

with any degeneracy factor absorbed in $E_t$. Setting $df/dt=0$ gives

$$e_n=c_n n_0\frac{1-f_0}{f_0}.$$

The trap moves with the band edge at the surface, so $e_n$ is unchanged by $\delta\psi$. Inserting $n_s=n_0(1+v)$ and $f=f_0+\delta f$, and keeping first-order terms, gives

$$i\omega\,\delta f=c_n n_0(1-f_0)v-(c_n n_0+e_n)\,\delta f .$$

The bracket equals $c_n n_0[1+(1-f_0)/f_0]=1/(f_0\tau)$. Multiplying by $f_0\tau$ and solving,

$$\delta f=\frac{f_0(1-f_0)\,v}{1+i\omega\tau_t},\qquad \tau_t=f_0\tau .$$

Electrons entering the traps carry conventional current from the interface into the semiconductor. Its amplitude is $qN_t\,i\omega\,\delta f$ per area. Dividing by $\delta\psi$ gives the trap admittance

$$Y=\frac{i\omega C_t}{1+i\omega\tau_t},\qquad
C_t=\frac{q^2N_t}{kT}f_0(1-f_0).$$

To separate $Y=G_p+i\omega C_p$, multiply numerator and denominator by $1-i\omega\tau_t$:

$$\frac{G_p}{\omega}=C_t\frac{\omega\tau_t}{1+\omega^2\tau_t^2},\qquad
C_p=\frac{C_t}{1+\omega^2\tau_t^2}.$$

Write $z=\omega\tau_t$. The identity

$$\frac12-\frac{z}{1+z^2}=\frac{(1-z)^2}{2(1+z^2)}\ge0$$

shows that the maximum of $G_p/\omega$ is $C_t/2$, reached at $z=1$. In terms of $\tau$ the peak lies at $\omega\tau=1/f_0$, which is 2 for a level at $E_F$.

The peak belongs to $G_p/\omega$. The conductance $G_p$ itself rises steadily with frequency towards $C_t/\tau_t$.

## 3. A continuous distribution

Let there be $D_{it}$ traps per area and energy. Take $D_{it}$ and $c_n$ as constant over several $kT$ around $E_F$, with the band edges many $kT$ away. Traps at different energies see the same potential and exchange electrons with the band, not with each other, so their admittances add:

$$Y=i\omega q^2D_{it}\int_{-\infty}^{\infty}\frac{dE}{kT}\,
\frac{f_0(1-f_0)}{1+i\omega\tau f_0}.$$

Since $df_0/dE=-f_0(1-f_0)/kT$, the occupation can serve as the integration variable. It falls from 1 to 0 as $E$ rises; reversing the limits absorbs the minus sign. With $s=f_0$ and $x=\omega\tau$,

$$Y=i\omega q^2D_{it}\int_0^1\frac{ds}{1+ixs}
=\frac{q^2D_{it}}{\tau}\ln(1+ix).$$

The middle form has a direct meaning: the continuum is a set of relaxation times $s\tau$, weighted uniformly from 0 to $\tau$. Using $\ln(1+ix)=\tfrac12\ln(1+x^2)+i\arctan x$,

$$\frac{G_p}{\omega}=q^2D_{it}\frac{\ln(1+x^2)}{2x},\qquad
C_p=q^2D_{it}\frac{\arctan x}{x}.$$

Here $D_{it}$ is per joule. If it is given per eV, $q^2D_{it}$ becomes $q$ times that number, with $q$ in coulombs.

**The peak.** Setting the derivative of $\ln(1+x^2)/(2x)$ to zero gives

$$\frac{1}{1+x^2}-\frac{\ln(1+x^2)}{2x^2}=0
\quad\Rightarrow\quad \ln(1+x^2)=\frac{2x^2}{1+x^2}.$$

Let $w=1+x^2$, so that $\ln w=2-2/w$, and let $v_L=-2/w$. Then $w=e^{2+v_L}$, while also $w=-2/v_L$. Equating these,

$$v_Le^{v_L}=-2e^{-2}.$$

One root, $v_L=-2$, gives $w=1$ and $x=0$, which is not the peak. The other is the principal Lambert function, $v_L=W_0(-2e^{-2})$. Hence

$$x_p=\sqrt{-\frac{2}{W_0(-2e^{-2})}-1}=1.980 .$$

By the peak condition, the height is

$$\frac{1}{q^2D_{it}}\left(\frac{G_p}{\omega}\right)_{\max}
=\frac{x_p}{1+x_p^2}=0.402 .$$

## 4. What changes, and at what fixed quantity

Compare a level at $E_F$ with a continuum of the same low-frequency trap capacitance. The level has $C_t=q^2N_t/4kT$ and the continuum has $q^2D_{it}$, so equality requires $N_t=4kT\,D_{it}$.

**Height.** The factor falls from 0.5 to 0.402, a drop of 20 %. Each relaxation time contributes at most half its capacitance, and reaches that bound at its own frequency. Different times cannot all reach it together, so a spread of times lowers the peak.

**Frequency.** With the same $\tau$, the peak moves from $\omega\tau=2$ to 1.98, a change of 1 %. The statement that it moves from 1 to 1.98 compares $\omega\tau_t$ with $\omega\tau$, and these contain different times.

**Shape.** For small $x$ both curves become $q^2D_{it}\,x/2$, because both have mean relaxation time $\tau/2$. For large $x$ the level gives $2q^2D_{it}/x$, whereas the continuum gives $q^2D_{it}\ln x/x$. The continuum therefore has the slower high-frequency fall, which comes from emptier traps above $E_F$ with short times $f_0\tau$. These extend to about $kT\ln x$ above $E_F$, so the tail holds only while $D_{it}$ and $c_n$ stay constant that far.

For one level, half height means $z/(1+z^2)=1/4$, or $z=2\pm\sqrt3$. The frequency ratio is $(2+\sqrt3)^2$, a width of 1.14 decades. Numerical root finding for the continuum gives 1.46 decades.

## 5. Changing the bias

Let $n_1=N_Ce^{-(E_C-E_t)/kT}$, where $E_C$ is the conduction-band edge at the surface and $N_C$ its effective density of states. Since $n_0=N_Ce^{-(E_C-E_F)/kT}$, the ratio $(1-f_0)/f_0=e^{(E_t-E_F)/kT}$ equals $n_1/n_0$. The single-level peak is therefore at

$$\omega_p=\frac{1}{f_0\tau}=c_n(n_0+n_1).$$

When $E_F$ is well below the level, this tends to the constant emission rate $c_nn_1$. The height varies as $f_0(1-f_0)$ and is greatest when $E_F$ crosses the level.

The continuum has $\omega_p=1.98\,c_nn_0$, which follows the surface density throughout the range where the assumptions hold. Its height stays constant if $D_{it}$ does, because a change of bias brings new traps to $E_F$. A bias sweep thus separates the two cases more clearly than one peak frequency does.

## 6. A band of finite width

If a uniform band has occupation $f_1$ at its lower edge and $f_2$ at its upper edge, the integral over $s$ runs from $f_2$ to $f_1$:

$$\frac{G_p}{\omega}=\frac{q^2D_{it}}{2x}
\ln\frac{1+x^2f_1^2}{1+x^2f_2^2}.$$

For $f_1=1$ and $f_2=0$ this is the continuum. For a narrow band of width $W$, $f_1-f_2\approx f_0(1-f_0)W/kT$. The derivative of $\ln(1+x^2s^2)$ is $2x^2s/(1+x^2s^2)$, so with $D_{it}W=N_t$ the single-level result returns.

This formula answers another comparison: fixed $N_t$ spread over a growing width. The weight is $f_0(1-f_0)=\tfrac14\cosh^{-2}[(E-E_F)/2kT]$. It falls to half its maximum when the hyperbolic cosine equals $\sqrt2$, so its full width is $4kT\,\mathrm{arcosh}\sqrt2$, or 91 meV at 300 K. Traps far outside this window remain filled or empty and contribute little. Once $W$ is much larger than the window, the height falls as $0.402\,q^2N_t/W$.

## 7. From the measured admittance to $G_p$

The instrument measures $Y_m=G_m+i\omega C_m$, with the oxide capacitance $C_{ox}$ in series with the semiconductor. The latter has admittance $Y_s=G_p+i\omega(C_D+C_p)$, where $C_D$ is the depletion capacitance. From $1/Y_m=1/(i\omega C_{ox})+1/Y_s$,

$$Y_s=\frac{i\omega C_{ox}Y_m}{i\omega C_{ox}-Y_m}
=\frac{-\omega^2C_{ox}C_m+i\omega C_{ox}G_m}{-G_m+i\omega(C_{ox}-C_m)}.$$

Multiply above and below by the conjugate of the denominator. The real part of the numerator is

$$\omega^2C_{ox}C_mG_m+\omega^2C_{ox}G_m(C_{ox}-C_m)=\omega^2C_{ox}^2G_m .$$

Therefore

$$\frac{G_p}{\omega}=\frac{\omega C_{ox}^2G_m}{G_m^2+\omega^2(C_{ox}-C_m)^2}.$$

## 8. Worked example

Take silicon at 300 K, $kT=25.85$ meV, with rough values $N_C=2.8\times10^{19}$ cm$^{-3}$, donor density $10^{16}$ cm$^{-3}$, capture cross-section $10^{-16}$ cm$^2$ and thermal velocity $10^7$ cm/s. The surface has $E_C-E_F=0.35$ eV, and $D_{it}=10^{12}$ cm$^{-2}$ eV$^{-1}$. Then

$$n_0=2.8\times10^{19}\,e^{-0.35/0.02585}=3.69\times10^{13}\ \text{cm}^{-3}.$$

The capture coefficient is cross-section times velocity, $10^{-9}$ cm$^3$/s, so $\tau=1/(10^{-9}\times3.69\times10^{13})$ s $=27.1$ µs. The capacitance scale is $q^2D_{it}=0.160$ µF/cm$^2$. For the continuum,

$$\frac{\omega_p}{2\pi}=\frac{1.980}{2\pi\times27.1\ \text{µs}}=11.6\ \text{kHz},$$

$$\left(\frac{G_p}{\omega}\right)_{\max}=0.4024\times0.1602=0.0645\ \text{µF/cm}^2.$$

A level at $E_F$ with $N_t=4kT\,D_{it}=1.03\times10^{11}$ cm$^{-2}$ peaks at 11.8 kHz with height 0.0801 µF/cm$^2$. The digits serve the comparison; the cross-section is not known that well.

Reading the continuum peak with the single-level factor 2 gives $D_{it}=8.0\times10^{11}$ cm$^{-2}$ eV$^{-1}$, 20 % too low. The correct factor is $1/0.402=2.49$. Setting $\omega_p\tau=1$ gives 13.7 µs in place of 27.1 µs.

Now keep the level at $E_C-0.35$ eV and change the bias:

| $E_C-E_F$ (eV) | $f_0$ | Level height (µF/cm$^2$) | Level peak (kHz) | Continuum peak (kHz) |
|---|---|---|---|---|
| 0.30 | 0.874 | 0.035 | 46.5 | 80.5 |
| 0.35 | 0.500 | 0.080 | 11.8 | 11.6 |
| 0.40 | 0.126 | 0.035 | 6.7 | 1.7 |

Spreading the same $N_t$ over bands centred on $E_F$, and maximising the formula of section 6 numerically, gives heights of 0.0718, 0.0555 and 0.0222 µF/cm$^2$ for widths of 0.05, 0.10 and 0.30 eV. The peaks lie at $\omega\tau=2.06$, 2.11 and 1.99: the frequency first rises slightly, then returns towards the continuum value.

For a 5 nm oxide, $C_{ox}=0.691$ µF/cm$^2$. The band bending is $\psi=0.35\ \text{V}-(kT/q)\ln(N_C/N_D)=0.145$ V, with $N_D$ the donor density. The depletion formula corrected for the majority-carrier tail, $C_D=\sqrt{q\varepsilon N_D/[2(\psi-kT/q)]}$ with $\varepsilon=11.7\,\varepsilon_0$, gives $C_D=0.084$ µF/cm$^2$; without the $kT/q$ term it would give 0.076. The uncorrected $G_m/\omega$, maximised numerically for this circuit, peaks at 0.042 µF/cm$^2$ and 14.7 kHz. The oxide correction therefore matters for both height and frequency.

## 9. Real interfaces and the limits of the model

The chosen $D_{it}$ is high for silicon: a well-annealed thermal oxide can have roughly $10^{10}$ cm$^{-2}$ eV$^{-1}$ near midgap. The ratios 0.402 and 1.98 do not depend on this choice. Real interfaces break the assumption of uniform surface potential, since charges in and near the oxide vary from place to place. Averaging the continuum $G_p/\omega$ numerically over a Gaussian spread of potential, with $\tau$ defined at the mean and the same alternating surface potential everywhere, gives these results:

- Standard deviation 20 mV: height $0.350\,q^2D_{it}$, peak at $\omega\tau=2.16$, width 1.73 decades.
- Standard deviation 40 mV: height $0.273\,q^2D_{it}$, peak at $\omega\tau=2.35$, width 2.29 decades.

Using 0.402 would then underestimate $D_{it}$ by 13 % and 32 %. In a real capacitor the local capacitance varies too, and with it the alternating surface potential, so the peak positions above are less reliable than the heights. A width well above 1.46 decades signals that the uniform model is inadequate, though it does not by itself identify the cause.

Energy dependence also matters. If $D_{it}$ rises by a factor $e$ per 0.1 eV towards the conduction band, summing the levels numerically gives a height of 0.401 times $q^2D_{it}(E_F)$, but at $\omega\tau=2.70$. Traps above $E_F$, with small $f_0$ and short times, gain weight, while the fuller and slower ones below $E_F$ lose it. If instead the cross-section rises at that rate, the height is 0.341 and the peak is at 1.73, with $\tau$ taken at $E_F$. Emptier traps become faster still and fuller ones slower, so the times spread and the peak falls.

Other effects are smaller for this example:

- **Signal size.** A gate amplitude of 25 mV puts about 20 mV on the surface. Numerical integration of the nonlinear rate equation with a sinusoidal surface potential of that size gives a fundamental $G_p$ about 5 % below the small-signal value at the peak frequency.
- **Series resistance.** A 500 µm wafer with mobility 1200 cm$^2$/Vs has 0.026 Ω cm$^2$, which adds about 0.1 % to $G_m/\omega$ near the peak. The share grows with frequency and reaches about a quarter at 1 MHz, so the high-frequency tail needs a correction. Contact resistance adds to this.
- **Oxide traps.** Tunnelling slows capture exponentially with depth. For $10^{18}$ traps cm$^{-3}$ eV$^{-1}$, a 3.5 eV barrier and a tunnelling mass of 0.4 electron masses, summing over depth adds about 2 % of the peak. The share scales as $1/D_{it}$: with the same oxide traps and $D_{it}=10^{10}$ cm$^{-2}$ eV$^{-1}$ it would exceed the interface peak.
- **Holes.** With equal capture coefficients and intrinsic density $n_i=10^{10}$ cm$^{-3}$, the hole-to-electron capture ratio is $(n_i/n_0)^2=7\times10^{-8}$. A narrower gap or weaker surface electron density raises it, and the one-band model eventually fails.
- **Degeneracy.** The leading correction to Boltzmann statistics, $n_0/(2^{3/2}N_C)$, is $5\times10^{-7}$.

Temperature changes the frequency much more than the ratios. At 350 K, with $E_C-E_F$ and the cross-section held fixed, $N_C\propto T^{3/2}$ and velocity $\propto T^{1/2}$, the continuum peak moves to about 110 kHz. Its height remains $0.402\,q^2D_{it}$ while $D_{it}$ is constant over the wider thermal window.

Numerical values quoted here were computed with a short program.
